# Angle-averaged thermal emission from Coulomb traps in leaking dielectrics, part 2

An electron is thermally emitted from a trap that is positively charged when empty, in a medium of relative permittivity $\kappa$. An applied field exerts a force of size $F$ on the electron and lowers the barrier. The angle $\theta$ is measured from the direction of this force, and $c=\cos\theta$. The algebra uses atomic units, with electron charge of size 1 and Coulomb constant 1. Energies are measured from the transport band edge far from the trap without a field; the bound level lies at $-I$, and $kT$ is the thermal energy.

The model assumes straight, unscattered escape paths, isotropic attempts at a field-independent total frequency $\nu$, a fixed bound level and $I-\Delta\gg kT$. It omits tunnelling and recapture. Here $\Delta=2\sqrt{F/\kappa}$ is the axial barrier lowering, and $g=\Delta/kT$. The axial saddle lies at $R_0=1/\sqrt{\kappa F}$.

A forward ray ($c>0$) has its maximum at $R(c)=1/\sqrt{\kappa Fc}$ and the threshold $-\Delta s$, with $s=\sqrt c$. On a backward ray the potential has no maximum. By a chosen rule, emission is counted there where the Coulomb force and the radial field force are equal in size, which gives the threshold 0.

The emission rate is $\Gamma=\nu e^{-I/kT}E$, where $E$ is the rate relative to zero field:

$$E(g)=\frac12+\frac{1+(g-1)e^{g}}{g^{2}},\qquad E(0)=1, \tag{1}$$

$$E=\frac12+\sum_{n=0}^{\infty}\frac{g^n}{n!\,(n+2)}
=1+\frac g3+\frac{g^2}{8}+\frac{g^3}{30}+\cdots . \tag{12}$$

$$E(g)=\frac12+\int_0^1s\,e^{gs}ds
=\frac12+\frac{1+(g-1)e^g}{g^2}. \tag{15}$$

For large $g$, $E\approx e^g/g$ to leading order. The one-direction formula instead uses the factor $e^g$ for every electron.

For comparison, a classical electron that starts at the trap centre and follows its bent path without scattering has the threshold $-\Delta\cos(\theta/2)$ in all directions. The resulting average is $2[1+(g-1)e^g]/g^2$.

### The logarithmic slope is an average over emitted electrons

The slopes of $\ln\Gamma$ against field and against inverse temperature, derived below, both contain the quantity $m(g)=d\ln E/dg$. Differentiating the integral in equation (15) brings down one factor $s$:

$$m(g)=\frac{1}{E}\frac{dE}{dg}=\frac1E\int_0^1s^2e^{gs}ds . \tag{16}$$

Integration by parts reduces this integral to the one already known:

$$\int_0^1s^2e^{gs}ds
=\frac{e^g}{g}-\frac2g\int_0^1se^{gs}ds
=\frac{e^g}{g}-\frac{2+2(g-1)e^g}{g^3}. $$

Over the common denominator $g^3$, the coefficient of $e^g$ is $g^2-2(g-1)=g^2-2g+2$. Hence

$$m(g)=\frac{(g^2-2g+2)e^g-2}{g^3E(g)} . \tag{17}$$

Equation (16) has a direct meaning. Among emitted electrons, the forward ones are distributed over $s$ with density $s\,e^{gs}/E$, and the backward ones have the total weight $1/(2E)$. These weights add to 1 by equation (15). If backward electrons are assigned $s=0$, because their threshold is not lowered, then $m$ is the mean of $s$ over all emitted electrons.

A second differentiation gives

$$\frac{dm}{dg}=\frac1E\int_0^1s^3e^{gs}ds-m^2, \tag{18}$$

which is the mean of $s^2$ minus the square of the mean of $s$. This variance is positive because $s$ is not the same for all electrons. The slope therefore rises steadily with $g$. At $g=0$, equation (16) gives $m=\int_0^1s^2ds=1/3$. For large $g$, the terms without $e^g$ drop out and

$$m\approx\frac{g^2-2g+2}{g(g-1)}=1-\frac1g+\frac1{g^2}+\cdots . \tag{19}$$

The one-direction formula $e^g$ has slope 1 at every field. The angular average approaches that slope only as $1/g$.

For large $g$, numerator and denominator of equation (17) should be multiplied by $e^{-g}$:

$$m=\frac{g^2-2g+2-2e^{-g}}
{g(g-1)+\left(\tfrac12g^3+g\right)e^{-g}} . \tag{20}$$

For small $g$, the numerator of equation (17) is of order $g^3$, so rounding errors grow as $\epsilon/g^3$. The integral in equation (16) should then be summed as $\sum_n g^n/[n!(n+3)]$ and divided by the series for $E$.

### Permittivity from a field plot

Suppose that the logarithm of the emission rate is plotted against $\sqrt F$ at fixed temperature. Since $g=2\sqrt F/(kT\sqrt\kappa)$, the chain rule gives the slope

$$S=\frac{d\ln\Gamma}{d\sqrt F}=m(g)\,\frac{2}{kT\sqrt\kappa}. \tag{21}$$

The one-direction formula would interpret the same slope as $2/(kT\sqrt{\kappa_{\rm app}})$. Equating the two expressions gives $\sqrt{\kappa_{\rm app}}=\sqrt\kappa/m$, and therefore

$$\kappa_{\rm app}=\frac{\kappa}{m(g)^2}. \tag{22}$$

Because $m$ lies between $1/3$ and 1, the apparent permittivity of the straight-ray model lies between $\kappa$ and $9\kappa$. The upper value belongs to that model: with the scattering-free threshold $-\Delta\cos(\theta/2)$, $m$ starts at $2/3$ and the bound is $2.25\,\kappa$. It falls as the field rises, so a permittivity that seems to depend on the fitting window can result from the angular average alone.

The correction does not require $\kappa$ in advance. Multiplying equation (21) by $\sqrt F$ gives

$$S\sqrt F=g\,m(g). \tag{23}$$

The left side is measured. The right side increases steadily from zero without limit, because both factors increase and $m$ tends to 1. Equation (23) thus has one root $g$ for each positive $S\sqrt F$. The permittivity then follows from the definition of $g$ as $\kappa=4F/(g\,kT)^2$.

A fit over a finite window is treated in the same way. Between two fields with variables $g_1$ and $g_2$, the slope of the straight line through the end points is the average of $m$ over the interval:

$$\bar m=\frac{\ln E(g_2)-\ln E(g_1)}{g_2-g_1}
=\frac{1}{g_2-g_1}\int_{g_1}^{g_2}m(g)\,dg , \tag{24}$$

and $\bar m$ replaces $m$ in equation (22). A least-squares line weights $m$ differently, so its slope depends somewhat on how the points are spaced.

### From emission rate to current

Equation (22) applies to the emission rate. A current contains further factors. If the density of mobile carriers is proportional to $\Gamma$ and their mobility is constant, the current density is proportional to $F\,\Gamma$. The quantity to plot is then the current divided by the field.

The carrier density need not be proportional to $\Gamma$. Suppose that each mobile electron leaves one empty trap behind, that nearly all traps remain filled, and that capture has a rate coefficient independent of field. Emission is then proportional to $\Gamma$, while capture is proportional to the product of the electron density $n$ and the equal density of empty traps, that is, to $n^2$. In the steady state $n\propto\sqrt\Gamma$, and the logarithmic slope is $m/2$ instead of $m$. This factor is larger than the angular correction at strong field, so the occupation of the traps must be settled before a permittivity is extracted.

### Activation energy at fixed field

Let $b=1/kT$. At fixed field $\Delta$ is constant and $g=b\Delta$. If $\nu$, $I$ and $\kappa$ do not depend on temperature, then $\ln\Gamma=\ln\nu-bI+\ln E(b\Delta)$, and the slope of an Arrhenius plot gives

$$E_{\rm a}=-\frac{d\ln\Gamma}{db}=I-m(g)\,\Delta . \tag{25}$$

The one-direction formula would give $I-\Delta$. The difference is

$$E_{\rm a}-(I-\Delta)=(1-m)\Delta\approx\frac{\Delta}{g}=kT
\qquad(g\gg1). \tag{26}$$

At strong field the activation energy in this model therefore lies above the saddle by about one thermal energy. The excess arises because electrons also leave over the higher thresholds beside the axis.

An attempt frequency that varies with temperature produces a shift of the same order. If $\nu\propto T^p$, then $\ln\nu=-p\ln b+\text{const}$, and $-d\ln\nu/db=p/b=p\,kT$ is added to equation (25). An Arrhenius plot alone cannot separate this term from the angular one at strong field.

### Angular spread

A forward electron lies inside a cone of half-angle $\theta_c$ if $s>\sqrt{\cos\theta_c}$. The integral of equation (15) with upper limit $s$ is, by the same integration by parts,

$$G(s)=\int_0^s x\,e^{gx}dx=\frac{1+(gs-1)e^{gs}}{g^2}. \tag{27}$$

The fraction of forward emission inside the cone is consequently $1-G(\sqrt{\cos\theta_c})/G(1)$. At $g=0$, half of it lies within 60°, since the directions are then evenly distributed in $c$. For large $g$, the approximation $\sqrt{\cos\theta}\approx1-\theta^2/4$ makes the fraction outside the cone $e^{-g\theta_c^2/4}$. Setting this to $1/2$ gives $\theta_c\approx2\sqrt{\ln2/g}$.

### Worked case

The parameters are round model values: $\kappa=2$, $I=1$ eV and $kT=0.03$ eV. In electronvolts and angstroms the Coulomb term becomes $-A/r$ with $A=14.3996/2=7.1998$ eV Å. Replacing $1/\kappa$ by $A$ in the earlier expressions gives $\Delta=2\sqrt{AF}$ and $R_0=\sqrt{A/F}$, with $F$ in eV/Å.

For $F=0.01$ eV/Å,

$$R_0=\sqrt{\frac{7.1998}{0.01}}=26.8\ \text{Å},\qquad
\Delta=2\sqrt{0.071998}=0.5366\ \text{eV},$$

which is 0.01972 hartree. Then $g=0.5366/0.03=17.89$ and $e^g=5.872\times10^7$. The enhancement is

$$E=\frac12+\frac{1+16.89\times5.872\times10^7}{320.0}
=3.10\times10^6 .$$

The remaining axial barrier is $1-0.5366=0.4634$ eV, or about 15 thermal energies, so the condition $I-\Delta\gg kT$ is met at this field. This alone does not show that tunnelling is negligible, and at this force (a field of 1 MV/cm) it is not. The curvature $2A/R_0^3$ of the axial barrier gives $\hbar\omega\approx2.5\,kT$ for the free-electron mass. A one-dimensional WKB estimate along the axis raises the rate by a factor of about 1.3, or 1.7 and 2.7 for effective masses of 0.5 and 0.3. At 0.001 eV/Å the same factor stays below 1.03.

The same steps at three forces give:

| $F$ (eV/Å) | $g$ | $E$ | $e^g$ | $m$ | $\kappa_{\rm app}$ |
|---|---|---|---|---|---|
| 0.0001 | 1.789 | 2.287 | 5.982 | 0.5885 | 5.77 |
| 0.001 | 5.657 | 42.19 | 286.2 | 0.8501 | 2.77 |
| 0.01 | 17.89 | $3.10\times10^6$ | $5.87\times10^7$ | 0.9474 | 2.23 |

An independent calculation located the threshold on each ray numerically from the potential and averaged over the sphere. It reproduces $E$ at all three forces to within a relative difference of $10^{-5}$. This confirms the mathematics of the straight-ray model, not the model itself.

Within the purely thermal model, the apparent permittivity at the strongest force is still 11% above the true value of 2. Tunnelling acts in the opposite direction there. The axial estimate adds about 0.05 to $m$ for the free mass, which brings $\kappa_{\rm app}$ to about 2.0, and to about 1.8 and 1.5 for masses of 0.5 and 0.3. A line through the two stronger forces gives, from equation (24),

$$\bar m=\frac{\ln(3.09919\times10^6/42.1853)}{17.8883-5.6568}
=\frac{11.205}{12.232}=0.916,$$

and hence $\kappa_{\rm app}=2/0.916^2=2.38$. Least-squares lines over the same window give 2.36 to 2.38, depending on the spacing of the points. A tenfold range of force does not remove the bias.

The activation energies are 0.9684, 0.8557 and 0.4916 eV in order of increasing force. They exceed $I-\Delta$ by 0.022, 0.025 and 0.028 eV, approaching $kT=0.03$ eV as equation (26) requires.

The cone that holds half of the forward emission narrows from 49.6° to 35.9° and then to 21.8°. At the strongest force the estimate $2\sqrt{\ln2/17.89}$ is 0.394 rad, or 22.6°, which is 3% above the value from equation (27).

### Where the result stops being reliable

At weak field the result depends on the rule for backward rays. Backward electrons make up 22% of the emission at the weakest force, 1.2% at the middle one and $1.6\times10^{-7}$ at the strongest. If they were discarded, the denominator of equation (16) would shrink by this share. At the weakest force the slope would become $0.5885/(1-0.2186)=0.753$, and the apparent permittivity would fall from 5.77 to $2/0.753^2=3.53$. A permittivity extracted at $g$ near 2 thus depends strongly on the backward rule. At the strongest force the rule has no practical effect.

Weak fields also place the escape surface far away. The axial saddle lies at 268 Å for the weakest force. Let $L$ be the distance over which the potential of an isolated trap in a uniform field remains valid, set for example by the spacing of charged traps or by the film thickness. If $R_0>L$, no ray reaches its maximum within that distance and the model does not apply. If $R_0<L$, the rays near the equator still fail, because $R(c)=R_0/\sqrt c=R_0/s$ exceeds $L$ when $s<R_0/L$. Their share of the forward emission is $G(R_0/L)/G(1)$. For $L=2R_0$, equation (27) gives

$$\frac{G(1/2)}{G(1)}=\frac{1+(g/2-1)e^{g/2}}{1+(g-1)e^g},$$

which is 13% at $g=1.789$ and $6\times10^{-5}$ at $g=17.89$. Strong fields suppress the doubtful equatorial rays.

Strong fields have their own limit. The axial barrier vanishes when $\Delta=I$. From $2\sqrt{AF}=I$ this occurs at

$$F=\frac{I^2}{4A}=\frac{1}{4\times7.1998}=0.035\ \text{eV/Å}$$

in the present case. Equation (1) gives no warning there, since it does not contain $I$. An implementation should therefore check $I-\Delta$ against $kT$ separately. Tunnelling needs its own estimate, because the barrier becomes narrower as well as lower when the force grows.

The assumption of straight paths remains at every field. The transverse force $F\sin\theta$ bends off-axis paths towards the axis, and equation (1) does not include this. In the strong-field form $e^g/g$, the numerical coefficient 1 rests on that assumption, because it depends on how fast the threshold rises away from the axis. A threshold that rises more slowly, but still in proportion to $\theta^2$, keeps the factor $1/g$ and gives a larger coefficient. The scattering-free threshold $-\Delta\cos(\theta/2)\approx-\Delta(1-\theta^2/8)$ gives the coefficient 2. Its apparent permittivities at the three forces are 3.53, 2.70 and 2.23, the same as for forward rays alone. If scattering makes the escape diffusive, an average over ray thresholds no longer applies, and the power of $g$ can change as well. The exponent $g$ is more secure, because it is fixed by the height of the true saddle.

The numerical output below lists the remaining values for each force.

## Numbers as computed

```
relative permittivity: 2.0
trap depth: 1.00 eV
thermal energy kT: 0.030 eV
e^2/(4 pi eps0): 14.3996 eV angstrom
e^2/(4 pi eps0 kappa): 7.1998 eV angstrom
--- force: 0.0001 eV/angstrom
saddle distance: 268.32 angstrom
axial lowering: 0.0537 eV = 0.001972 hartree
remaining axial barrier: 0.9463 eV
g: 1.7888 (no unit)
enhancement, closed form: 2.28728 (no unit)
enhancement, numerical rays: 2.28728 (no unit)
one-direction factor exp(g): 5.98246 (no unit)
enhancement / exp(g): 0.38233 (no unit)
backward share of emission: 2.186e-01 (no unit)
logarithmic slope m: 0.58850 (no unit)
apparent permittivity: 5.7747 (no unit)
apparent activation energy: 0.9684 eV
half-emission cone angle: 49.58 degrees
--- force: 0.0010 eV/angstrom
saddle distance: 84.85 angstrom
axial lowering: 0.1697 eV = 0.006236 hartree
remaining axial barrier: 0.8303 eV
g: 5.6568 (no unit)
enhancement, closed form: 42.1853 (no unit)
enhancement, numerical rays: 42.1853 (no unit)
one-direction factor exp(g): 286.227 (no unit)
enhancement / exp(g): 0.14738 (no unit)
backward share of emission: 1.185e-02 (no unit)
logarithmic slope m: 0.85008 (no unit)
apparent permittivity: 2.7677 (no unit)
apparent activation energy: 0.8557 eV
half-emission cone angle: 35.87 degrees
--- force: 0.0100 eV/angstrom
saddle distance: 26.83 angstrom
axial lowering: 0.5366 eV = 0.019722 hartree
remaining axial barrier: 0.4634 eV
g: 17.8883 (no unit)
enhancement, closed form: 3.09919e+06 (no unit)
enhancement, numerical rays: 3.09919e+06 (no unit)
one-direction factor exp(g): 5.87219e+07 (no unit)
enhancement / exp(g): 0.05278 (no unit)
backward share of emission: 1.613e-07 (no unit)
logarithmic slope m: 0.94741 (no unit)
apparent permittivity: 2.2282 (no unit)
apparent activation energy: 0.4916 eV
half-emission cone angle: 21.84 degrees
```
